# Radius of a copper point contact from its resistance slope

**Question**

I have an exercise on a small copper point contact. Near room temperature the resistivity of copper rises by \(6.8\times10^{-11}\ \Omega\,\mathrm{m/K}\), and the measured contact resistance rises by 3.4 mΩ/K. I am told to take the Sharvin term as independent of temperature and to show that the contact radius is 10 nm.

I can reproduce the number by differentiating \(\rho/(2a)\), but two things bother me. Why should the Sharvin term not depend on temperature, when its formula contains both the resistivity and the mean free path? And can I use \(\rho/(2a)\) at all, if the mean free path in copper is longer than 10 nm?

**Answer**

The Sharvin term is constant to a good approximation, and 10 nm follows if the Maxwell term is exactly \(\rho/(2a)\). Your second worry is justified: that form belongs to a mean free path much shorter than the radius. In the model below, with the mean free path of clean copper, the same data give a smaller radius.

I take a circular opening of radius \(a\) in a thin insulating wall between two half-spaces of the same metal. The Fermi surface is a sphere, scattering is isotropic, the wall reflects specularly, and the bias is small.

**The Maxwell term**

Suppose first that the mean free path \(l\) is much shorter than \(a\), so that Ohm's law holds locally. Try the current density

\[
j(r)=\frac{I}{2\pi a\sqrt{a^2-r^2}}
\]

through the opening. It integrates to \(I\). A current \(dI\) entering a half-space at its insulating surface spreads over a hemisphere, so at distance \(s\) its potential is \(\rho\,dI/(2\pi s)\). At a point of the opening, use polar coordinates \((s,\alpha)\) about that point. The area element \(s\,ds\,d\alpha\) cancels the \(1/s\):

\[
\phi=\frac{\rho}{2\pi}\,\frac{I}{2\pi a}\int_0^{\pi}d\alpha\int_{-h}^{h}\frac{dt}{\sqrt{h^2-t^2}} .
\]

Here opposite directions have been joined into one chord of half-length \(h\), with \(t\) measured from its midpoint, where \(a^2-r^2=h^2-t^2\). The inner integral is \(\pi\) for every chord, so \(\phi=\rho I/(4a)\) everywhere on the opening. It is an equipotential, as symmetry between the two sides requires. Two sides give

\[
R_M=\frac{2\phi}{I}=\frac{\rho}{2a}.
\]

**Why the Sharvin term is constant**

Now let \(l\gg a\). With a voltage \(V\) across the contact, electron states on one side are filled to an energy \(eV\) higher than on the other, measured on a common scale. The metal stays neutral, but \(NeV\) electrons per volume on that side lie in this energy window and are not balanced by electrons arriving from the other side. Here \(N\) is the density of states per volume at the Fermi energy. With \(c=\cos\theta\), their flux per area towards the opening is

\[
NeV\,v_F\int_0^1\frac{c\,dc}{2}=\frac{NeVv_F}{4}.
\]

Multiplying by \(e\pi a^2\) gives the current, hence \(G=e^2Nv_F\pi a^2/4\). For free electrons \(N=3n/(mv_F^2)\), where \(n\) is the electron density. With \(\rho=m/(ne^2\tau)\) and \(l=v_F\tau\),

\[
\rho l=\frac{mv_F}{ne^2},\qquad
R_S=\frac1G=\frac{4mv_F}{3\pi a^2ne^2}=\frac{4\rho l}{3\pi a^2}.
\]

The scattering time has cancelled. Heating the metal raises \(\rho\) and shortens \(l\), while their product stays fixed at constant density.

**The requested radius**

Adding the two terms and differentiating at fixed \(a\) gives

\[
\frac{dR}{dT}=\frac{1}{2a}\frac{d\rho}{dT},
\qquad
a=\frac{d\rho/dT}{2\,dR/dT}
=\frac{6.8\times10^{-11}}{2\times3.4\times10^{-3}}\ \mathrm m=10\ \mathrm{nm}.
\]

This is the radius; the diameter is 20 nm.

**Is the Maxwell term valid here?**

Take rough values for copper at 295 K: \(\rho=1.7\times10^{-8}\ \Omega\,\mathrm m\) and \(n=8.5\times10^{28}\ \mathrm{m^{-3}}\). The formula above gives \(\rho l=6.57\times10^{-16}\ \Omega\,\mathrm{m^2}\), so \(l=38.7\) nm. This is almost four times the inferred radius.

To treat any ratio \(x=a/l\), define \(\Gamma(x)\) by

\[
R=\frac{4\rho l}{3\pi a^2}+\Gamma(x)\frac{\rho}{2a}.
\]

Since \(\rho=(\rho l)x/a\), the second term is \((\rho l/2a^2)\,x\Gamma\). With \(\rho l\) and \(a\) fixed, \(dx/dT=(a/\rho l)\,d\rho/dT\), and therefore

\[
\frac{dR}{dT}=\frac{S}{2a}\frac{d\rho}{dT},\qquad
S=\frac{d(x\Gamma)}{dx},\qquad
a=S\times10\ \mathrm{nm}.
\]

A constant Sharvin term is thus not sufficient for the 10 nm result. One also needs \(S=1\), as in the Maxwell limit where \(\Gamma=1\).

**The ballistic limit of the correction**

Let \(\psi\) be the local electrochemical level, in volts, of electrons moving in a given direction. It tends to \(+V/2\) far to the left and \(-V/2\) far to the right. An electron reaching the opening from the left carries the direction-averaged level \(\bar\psi\) of the place where it last scattered. The probability that this lay between \(s\) and \(s+ds\) back along its path is \(e^{-s/l}ds/l\).

Without scattering, a point on the left from which the opening fills a solid angle \(\Omega\) receives a fraction \(\Omega/4\pi\) of its electrons from the right. Hence \(\bar\psi=V/2-V\Omega/4\pi\). To first order in \(a/l\) the exponential may be replaced by 1, because \(\Omega\) falls as \(1/s^2\) and the integral converges. The arriving level is lowered on average by \(VJ/l\), with

\[
J=\frac1{\pi a^2}\int d^2r_0\int d\omega\,\frac{\cos\theta}{\pi}\int_0^\infty ds\,\frac{\Omega}{4\pi}.
\]

Here \(r_0\) runs over the opening, \(d\omega\) is the element of direction, and \(\cos\theta/\pi\) weights directions by flux. Now \(s^2ds\,d\omega=d^3r\), and \(\cos\theta\,d^2r_0/s^2\) integrates to \(\Omega\), so

\[
J=\frac{1}{4\pi^3a^2}\int_{z>0}\Omega^2\,d^3r .
\]

To evaluate this, write \(\Omega\) as the integral of \(z/(u^2+z^2)^{3/2}\) over the opening, where \(u\) is the in-plane distance. The in-plane Fourier transform of \(1/\sqrt{u^2+z^2}\) is \(2\pi e^{-kz}/k\), from Poisson's equation for a point charge. Its negative \(z\)-derivative gives \(2\pi e^{-kz}\) for our kernel. For two source points a distance \(d\) apart, the volume integral of the product of kernels has the transform

\[
\int_0^\infty(2\pi e^{-kz})^2dz=\frac{2\pi^2}{k}.
\]

Since \(1/d\) has the transform \(2\pi/k\), the volume integral is \(\pi/d\). It remains to integrate \(1/d\) over both source points. Polar coordinates about the first point turn the second integration into distances to the edge, and opposite directions again join into chords of length \(2h\). For chords at distance \(p\) from the centre, \(h^2=a^2-p^2\). Integrating the first point along a chord supplies another factor \(2h\):

\[
\iint\frac{d^2r_1d^2r_2}{d}
=\pi\int_{-a}^{a}4(a^2-p^2)\,dp=\frac{16\pi a^3}{3}.
\]

Thus \(\int\Omega^2d^3r=16\pi^2a^3/3\) and \(J=4a/(3\pi)\). Arrivals from the right are raised by the same amount, so the current is reduced by the factor \(1-2J/l\). To first order,

\[
\frac{R}{R_S}=1+\frac{2J}{l}=1+\frac{8}{3\pi}x .
\]

The definition of \(\Gamma\) gives \(R/R_S=1+(3\pi/8)x\Gamma\). Comparison yields

\[
\Gamma(0)=\frac{64}{9\pi^2}=0.7205 .
\]

In this limit \(S=\Gamma(0)\), and the same slopes would mean a radius of about 7.2 nm. For isotropic scattering the contact in question lies between this limit and 10 nm.

**The correction at finite mean free path**

For finite \(x\) I solved the same transport model by Monte Carlo. Electrons are traced backwards from the opening through exponentially distributed free paths and isotropic scattering. A history counts \(\sigma=+1\) if it ends on the side from which the electron arrived and \(-1\) if it ends on the other. If histories ran to infinity, the mean of \(\sigma\) would be \(g=R_S/R\).

They are stopped at a distance \(r\) beyond four times the larger of \(l\) and \(a\). There the level still differs from \(V/2\) by \(I\rho/(2\pi r)\), a fraction \(\rho/(\pi rR)=3a^2g/(4lr)\) of \(V/2\). Hence

\[
g=\langle\sigma\rangle-\frac{3a^2}{4l}\,g\left\langle\frac{\sigma}{r}\right\rangle,
\]

which is solved for \(g\). With 800,000 histories at each of \(x=0.1\) and \(x=0.3\), the difference quotient is

\[
S=\frac{8}{3\pi}\,\frac{(R/R_S)_{0.3}-(R/R_S)_{0.1}}{0.2}=0.784\pm0.005 .
\]

The uncertainty is one statistical standard error. A separate run with 300,000 histories per point and stopping distance \(6l\) gave \(0.793\pm0.008\). The shift of 0.009 is about the combined standard error.

The clean-copper radius is therefore

\[
a=0.784\times10\ \mathrm{nm}\approx7.8\ \mathrm{nm}.
\]

The numerical uncertainty is up to about 0.1 nm; the second run corresponds to 7.9 nm, so the result is best read as 7.8 to 7.9 nm. This radius corresponds to \(x=0.203\), near the middle of the interval used for \(S\), so the estimate is self-consistent. The simple formula overestimates this radius by about 28%, relative to the corrected value.

**Using the total resistance**

The total resistance gives a further check. The simple sum at 10 nm, \(2.79+0.85=3.64\ \Omega\), is not a reliable prediction: it combines the resistivity of clean copper with \(\Gamma=1\), which does not hold at that mean free path. At the corrected radius, \(R_S=2.79\times(10/7.84)^2=4.54\ \Omega\). A Monte Carlo run there gives \(R/R_S=1.18\), so \(R\approx5.4\ \Omega\), with about 0.1 Ω of numerical uncertainty from \(S\); at 7.9 nm it is about 5.3 Ω. For an opening in a thin wall, a radius closer to 10 nm with the same slope requires a shorter mean free path. The total changes little at first, because the larger radius lowers the Sharvin term while the added scattering raises the other term. In this model it is about 5.6 Ω at \(l\approx17\) nm and about 7 Ω at \(l\approx8\) nm. A measured total can therefore reveal strong disorder in such an opening, but hardly mild disorder, and only if lead and interface resistances have been removed.

**How a real contact may differ**

The resistivity, density and mean free path used here are typical of clean copper near room temperature, but a real contact may be disordered by its fabrication. Suppose disorder adds a temperature-independent resistivity and leaves \(d\rho/dT\) unchanged. Between \(x=0.8\) and \(1.6\) the same method, with 400,000 histories per point, gives \(S\approx0.9\) and \(a\approx9\) nm, with an uncertainty of a few per cent. At \(x=1.2\) this means \(l\approx8\) nm. The 10 nm estimate is then better, because the contact is closer to the Maxwell limit.

Shape can matter more. A neck of length \(L\) adds roughly \(\rho L/(\pi a^2)\) in a diffusive estimate. For \(L=a\), the slope in this estimate becomes \((1+2/\pi)(d\rho/dT)/(2a)\), and the inferred radius rises from 10 to about 16 nm. In clean copper the mean free path is longer than such a neck, so there the figure is only a rough guide. Copper's Fermi surface is also not a perfect sphere, an effect not sized here.

The assumption of isotropic scattering matters as well, because the temperature-dependent scattering comes from phonons, which need not scatter isotropically. Near the ballistic limit the correction counts electrons turned back through the opening, while \(l\) weights a deflection through an angle \(\chi\) by \(1-\cos\chi\). At the same \(l\), a scattering probability proportional to \(1+\cos\chi\) gives \(\Gamma(0)\approx0.41\), and one proportional to \(1-\cos\chi\) gives \(\Gamma(0)\approx0.87\), instead of 0.72. The ballistic-limit radius then becomes about 4 nm or about 9 nm instead of 7.2 nm. The angular dependence for real copper is not determined here.

Thermal expansion slightly disturbs the constant Sharvin term. Since \(v_F\propto n^{1/3}\), \(\rho l\propto n^{-2/3}\), which grows as the square of the metal's linear size. If \(a\) expands in proportion, \(R_S\) does not change. If \(a\) is held fixed, a rough linear expansion coefficient of \(1.7\times10^{-5}\ \mathrm{K^{-1}}\) gives

\[
\frac{dR_S}{dT}=2(1.7\times10^{-5})(2.79)\ \Omega/\mathrm K
\approx0.095\ \mathrm{m\Omega/K}
\]

at 10 nm, or 2.8% of the measured slope. At 7.8 nm the larger \(R_S\) raises this to about 4.5%, and including it would move the inferred radius up by about 0.4 nm, more than the numerical uncertainty.

For your exercise, then, the answer is 10 nm, with the assumption \(\Gamma=1\) stated. For a clean opening in this transport model, with a thin wall, free electrons and isotropic scattering, the radius is 7.8 to 7.9 nm. For a real copper contact, shape and scattering anisotropy can shift this by several nanometres.

All numerical values are calculated from the stated model.
